# Intrinsic spin Hall effect of a hole gas with triple winding

## Problem

Heavy holes of charge $+e$ and effective mass $m$ move in a plane. With $\hbar=1$ their Hamiltonian is

$$H=\frac{k^2}{2m}+i\lambda\left(k_-^3\sigma_+-k_+^3\sigma_-\right),\qquad k_\pm=k_x\pm ik_y,\quad \sigma_\pm=\tfrac12(\sigma_x\pm i\sigma_y),$$

with $\lambda>0$. The Pauli matrices act on the pair $S_z=\pm\frac32$, so $S_z=\frac32\sigma_z$. The spin current along $x$ is defined as $j_x=\frac12\{v_x,S_z\}$, with $\mathbf v=\partial H/\partial\mathbf k$. Both branches are occupied, the temperature is zero, and the branch splitting $\Delta$ at the Fermi wavevector $k_F$ is small compared with the Fermi energy $E_F$.

(a) A weak uniform field $E$ points along $y$. Find $\sigma_{xy}=\langle j_x\rangle/E$ for the clean gas.

(b) Add dilute, weak point scatterers that do not act on the pseudospin. Does their vertex correction cancel the clean result?

## First estimate by scaling

Write $k_\pm=ke^{\pm i\theta}$. Since $\sigma_+-\sigma_-=i\sigma_y$ and $\sigma_++\sigma_-=\sigma_x$,

$$H=\frac{k^2}{2m}+\mathbf b\cdot\boldsymbol\sigma,\qquad \mathbf b=\lambda k^3(\sin3\theta,-\cos3\theta,0).$$

The field $\mathbf b$ lies in the plane at angle $\varphi=3\theta-\pi/2$: it winds three times while $\mathbf k$ goes round once. The splitting is $\Delta=2\lambda k_F^3$.

The electric field turns $\mathbf k$ at a rate of order $eE/k_F$, so $\mathbf b$ turns at $3eE/k_F$. The spin follows by precessing at the rate $\Delta$, which needs an out-of-plane tilt of order $3eE/(k_F\Delta)$. The tilts of the two branches are opposite, so what counts is the excess of holes in the lower branch. They fill a ring of width $m\Delta/k_F$, with density $k_F(m\Delta/k_F)/2\pi=m\Delta/2\pi$. Each carries spin $\frac32$ times its tilt at speed $k_F/m$:

$$\langle j_x\rangle\sim\frac32\cdot\frac{k_F}{m}\cdot\frac{3eE}{k_F\Delta}\cdot\frac{m\Delta}{2\pi}=\frac{9eE}{4\pi}.$$

Mass, density and splitting drop out. The estimate treats every hole as if it had the largest tilt and the largest velocity along $x$.

Scaling does not settle part (b). A vertex correction contains the scattering strength, proportional to $1/\tau$, times a product of two propagators, proportional to $\tau$. It can therefore be of order one however few scatterers there are.

## Exact solution: the clean gas

**Spin current.** The spin-orbit part of $v_x$ contains only $\sigma_x$ and $\sigma_y$, which anticommute with $\sigma_z$. Hence $j_x=\frac32(k_x/m)\sigma_z$.

**Tilt.** Let $\mathbf n=\mathbf b/b$ with $b=\lambda k^3$, and let $\hat{\boldsymbol\varphi}=\hat{\mathbf z}\times\mathbf n$. Branch $s=\pm1$ has energy $k^2/2m+sb$ and spin direction $s\mathbf n$ at rest. The Heisenberg equation gives $\dot{\boldsymbol\sigma}=2\mathbf b\times\boldsymbol\sigma$. Insert $\boldsymbol\sigma=s\mathbf n+\delta\sigma_z\hat{\mathbf z}$ and keep first order in $E$. Since $\mathbf n\times\hat{\mathbf z}=-\hat{\boldsymbol\varphi}$,

$$s\dot\varphi\,\hat{\boldsymbol\varphi}=-2b\,\delta\sigma_z\hat{\boldsymbol\varphi}\quad\Rightarrow\quad\delta\sigma_z=-\frac{s\dot\varphi}{2b}.$$

From $\dot k_y=eE$ follows $\dot\theta=k_x\dot k_y/k^2=eE\cos\theta/k$, and $\dot\varphi=3\dot\theta$. Thus

$$\delta\sigma_z=-\frac{3s\,eE\cos\theta}{2kb}.$$

Direct integration of the precession under a slowly raised field, for $k=b=1$, $s=+1$ and $\theta=0.7$, gives $\delta\sigma_z/(eE)=-1.1473$, as does the formula.

**Sum over holes.** Let $K_+<K_-$ be the Fermi wavevectors of the upper and lower branch. With $\int_0^{2\pi}\cos^2\theta\,d\theta=\pi$,

$$\langle j_x\rangle=\sum_s\int_{k<K_s}\frac{k\,dk\,d\theta}{4\pi^2}\,\frac{3k\cos\theta}{2m}\,\delta\sigma_z=-\frac{9eE}{16\pi m\lambda}\sum_s s\int^{K_s}\frac{dk}{k^2}.$$

Doubly occupied states cancel, so the small-$k$ region does no harm. The ring remains:

$$\sigma_{xy}=\frac{9e}{16\pi m\lambda}\left(\frac1{K_+}-\frac1{K_-}\right)=\frac{9e}{16\pi m\lambda}\,\frac{K_--K_+}{K_+K_-}.$$

**Fermi wavevectors.** Equal Fermi energies require $(K_-^2-K_+^2)/2m=\lambda(K_+^3+K_-^3)$. Dividing by $K_++K_-$ gives

$$K_--K_+=2m\lambda(K_+^2-K_+K_-+K_-^2)=2m\lambda\left[K_+K_-+(K_--K_+)^2\right],$$

and therefore

$$\boxed{\sigma_{xy}=\frac{9e}{8\pi}\left[1+\frac{(K_--K_+)^2}{K_+K_-}\right]\;\longrightarrow\;\frac{9e}{8\pi}\approx0.358\,e}$$

in the limit of weak splitting. The correction is of second order in the splitting. The formula assumes that the Fermi level lies below the top of the lower branch, which this model places at $k=1/(3m\lambda)$, and that all states beyond that top are left empty. Past it the cubic term drives the lower branch down without bound, through $E_F$ again at a third wavevector $K_3$. The roots of $\lambda k^3-k^2/2m+E_F=0$ are $K_-$, $K_3$ and $-K_+$, and the missing linear term gives $1/K_3=1/K_+-1/K_-$, so filling that tail would double the result. The tail lies outside the range of a small-$k$ expansion and is discarded. A Kubo sum over numerical eigenvectors for $m=1$, $E_F=\frac12$, $\lambda=0.10$ gives $0.37448\,e$, equal to the formula to the digits shown.

A rotation of the axes by $90^\circ$ gives $\sigma_{yx}=-\sigma_{xy}$. Reversing the winding reverses both signs.

## Exact solution: point scatterers

**Self-energy.** Let $n_i$ be the scatterer density, $V_0$ the strength and $u=n_iV_0^2$. In the Born approximation the self-energy is $u\int G^R$, where $\int$ means $\int d^2k/(2\pi)^2$. The spin-dependent part of $G^R$ is proportional to $\mathbf n\cdot\boldsymbol\sigma$, with elements $\propto e^{\pm3i\theta}$ that average to zero. The self-energy is thus a scalar. Its real part shifts the energy; its imaginary part is $-\eta=-1/2\tau$. With projectors $P_\pm=\frac12(1\pm\mathbf n\cdot\boldsymbol\sigma)$,

$$G^R=g_+P_++g_-P_-,\qquad g_\pm=\frac1{-\xi\mp b+i\eta},\quad \xi=\frac{k^2}{2m}-E_F.$$

**Response formula.** Describe the field by a vector potential of low frequency $\omega$. The perturbation is $V=-ev_yE/(i\omega)$. With $G^<=-f(G^R-G^A)$, $f$ being the Fermi function, the first-order change $G^RVG^<+G^<VG^A$ contains $[f(\varepsilon)-f(\varepsilon+\omega)]\,G^RVG^A$. As $\omega\to0$ the bracket becomes $\omega\,\delta(\varepsilon-E_F)$. Since $\langle j_x\rangle=-i\int(d\varepsilon/2\pi)\,\mathrm{Tr}[j_x\delta G^<]$, the Fermi-surface part is

$$\sigma_{xy}=\frac e{2\pi}\int\mathrm{Tr}\left[j_xG^Rv_yG^A\right].$$

The remaining terms pair $G^R$ with $G^R$ or $G^A$ with $G^A$; their size is found below.

**Bubble.** Differentiating $\mathbf b$, with $\partial_y\varphi=3\cos\theta/k$,

$$v_y=\frac{k\sin\theta}m+b'\sin\theta\,\mathbf n\cdot\boldsymbol\sigma+\frac{3b}k\cos\theta\,\hat{\boldsymbol\varphi}\cdot\boldsymbol\sigma,\qquad b'=\frac{db}{dk}.$$

The first two terms commute with $G$ and give no trace with $\sigma_z$. For the third, $\hat{\boldsymbol\varphi}\cdot\boldsymbol\sigma$ exchanges $P_+$ and $P_-$, and $\mathrm{Tr}[\sigma_zP_\pm\hat{\boldsymbol\varphi}\cdot\boldsymbol\sigma]=\pm i$. So

$$\mathrm{Tr}[\sigma_zG^R\hat{\boldsymbol\varphi}\cdot\boldsymbol\sigma\,G^A]=i(g_+g_-^*-g_-g_+^*)=-2\,\mathrm{Im}(g_+g_-^*).$$

For weak splitting $b$ is constant across the resonance. Closing the contour around the pole $\xi=-b+i\eta$,

$$\int d\xi\,g_+g_-^*=\frac{2\pi i}{-2b+2i\eta}=\frac{\pi(\eta-ib)}{b^2+\eta^2}.$$

With $k\,dk=m\,d\xi$ the bubble is

$$\frac e{2\pi}\cdot\frac{m\pi}{4\pi^2}\cdot\frac{3k}{2m}\cdot\frac{3b}k\cdot\frac{2\pi b}{b^2+\eta^2}=\frac{9e}{8\pi}\,\frac{(\Delta\tau)^2}{1+(\Delta\tau)^2},$$

because $b/\eta=\Delta\tau$. The clean value needs $\Delta\tau\gg1$ as well as $\Delta\ll E_F$. At $\Delta\tau=1$ half of it is left.

**Terms left out.** For $\eta\to0$ at finite splitting, $-2\,\mathrm{Im}(g_+g_-^*)$ becomes $(\pi/b)$ times the sum of the two delta functions at the Fermi level. With branch velocities $K_\pm/m\pm3\lambda K_\pm^2$ the surface part is

$$\frac{9e}{8\pi}\cdot\frac12\left[\frac1{1+3m\lambda K_+}+\frac1{1-3m\lambda K_-}\right]\approx\frac{9e}{8\pi}(1+12a^2),\quad a=m\lambda k_F,$$

where $K_\pm\approx k_F(1\mp a)$ was used. The full clean result is $(9e/8\pi)(1+4a^2)$ to this order, so the remaining terms contribute only $-8a^2$ relative to $9e/8\pi$.

**Ladder.** Repeated scattering replaces $v_y$ by $v_y+\delta$, where

$$\delta=u\int G^R(v_y+\delta)G^A.$$

A point scatterer gives all directions equal weight, so $\delta$ is a constant matrix and only the zeroth angular harmonic of the integrand survives. Take a general winding $N$. Each factor $\mathbf n\cdot\boldsymbol\sigma$ has spin-flip elements $\propto e^{\pm iN\theta}$. The scalar velocity has harmonics $\pm1$; the element of the spin-orbit velocity that raises the harmonic has $N\pm1$. In the product $G^Rv_yG^A$:

- diagonal elements have harmonics $\pm1$, for instance $N-(N\pm1)=\mp1$;
- spin-flip elements have $N\pm1$, also when both propagators flip the spin, since $2N-(N\pm1)=N\mp1$; the conjugate elements have the opposite signs.

For $N=3$ the list is $\pm1,\pm2,\pm4$. Zero is absent, the first rung vanishes, and so does every later one: $\delta=0$. The count used no property of $g_\pm$ except that they do not depend on $\theta$. It therefore holds for retarded–retarded and advanced–advanced pairs too, including those in the terms left out above.

Symmetry says the same. $H$ is unchanged when $\mathbf k$ is rotated by $\alpha$ and the pseudospin by $N\alpha$. A constant matrix then acquires phases $1$ or $e^{\pm iN\alpha}$, whereas a velocity acquires $e^{\pm i\alpha}$. They match only if $|N|=1$.

**Winding one as a contrast.** Let $\varphi=\theta-\pi/2$ with a smooth $b(k)$, and keep only contributions from near the Fermi level. Now $\sin\theta\,\mathbf n+\cos\theta\,\hat{\boldsymbol\varphi}=\hat{\mathbf x}$, so a constant vertex $\delta=d\,\sigma_x$ is allowed. The self-energy condition gives $u=2\eta/m$ to leading order. Three pieces enter $u\int G^R(v_y+\delta)G^A$:

1. The scalar velocity multiplies $\frac12(|g_+|^2-|g_-|^2)\,\mathbf n\cdot\boldsymbol\sigma$, with $|g_\pm|^2\approx(\pi/\eta)\,\delta(\xi\pm b)$. The angular average of $\sin\theta\,\mathbf n$ is $\hat{\mathbf x}/2$. The radial integral gives $K_+^2/v_+-K_-^2/v_-\approx-2m^2(b/k+b')$, where $v_\pm$ are the branch velocities. With the prefactor $1/4m^2$ this is $-\frac12(b/k+b')\sigma_x$.
2. The part along $\mathbf n$ is reproduced with weight one and averaged: $\frac12(b'+d)\sigma_x$.
3. The part along $\hat{\boldsymbol\varphi}$ has weight $r=\eta^2/(b^2+\eta^2)$, from the real part of the contour integral: $\frac12r(b/k+d)\sigma_x$.

Their sum must equal $d\,\sigma_x$:

$$d=-\tfrac12\left(\tfrac bk+b'\right)+\tfrac12(b'+d)+\tfrac12r\left(\tfrac bk+d\right)\;\Rightarrow\;(1-r)\left(d+\tfrac bk\right)=0.$$

Hence $d=-b/k$. The interband velocity $(b/k+d)\cos\theta$ vanishes, and with it the spin Hall response, to leading order in $1/(E_F\tau)$ and in the splitting. The result does not depend on $b'$.

Numerical solution of the ladder at $\Delta\tau=5$ supports this. In units of the clean value for each winding:

| Winding | $b\propto$ | Bubble | Ladder |
|---|---|---|---|
| 3 | $k^3$ | 0.9616 | 0.0000 |
| 3 | $k$ | 0.9615 | 0.0000 |
| 1 | $k^3$ | 0.9616 | −0.9607 |
| 1 | $k$ | 0.9615 | −0.9614 |

The winding decides, not the power of $k$.

**Where the protection ends.** For $N=3$, the same three pieces before averaging give spin-flip harmonics 2 and 4 of size $\frac12|1\mp3r|\,b/k$. At $\Delta\tau=5$ these are $0.442$ and $0.558$ times $b/k$, as the numerical rung also shows. A scatterer of finite range weights directions unequally and can pass on these harmonics, as well as the harmonics $\pm1$ of the diagonal elements, so a correction is then allowed. Crossed diagrams are also outside the argument.

## Comparison of estimate and solution

The estimate $9e/4\pi$ is twice the exact limit. Both the tilt and the velocity along $x$ vary as $\cos\theta$, and the mean of $\cos^2\theta$ is $\frac12$. The factor 9 has the origin assumed there: 3 from the winding and 3 from the spin $\frac32$, combined with a factor $\frac12$.

**A hole gas in numbers.** Take round parameters: $m=0.3\,m_e$, density $2\times10^{-5}$ Å$^{-2}$ ($2\times10^{11}$ cm$^{-2}$), $\lambda=100$ eV Å$^3$ and $\hbar/\tau=3\times10^{-5}$ eV. Then $k_F=\sqrt{2\pi\times2\times10^{-5}}=0.0112$ Å$^{-1}$ and

$$\Delta=2\times100\times(0.01121)^3=2.8\times10^{-4}\ \text{eV},$$

which is 0.18 of $E_F=1.58\times10^{-3}$ eV. The Fermi wavevectors 0.0107 and 0.0117 Å$^{-1}$ raise the clean value by $0.8\%$, to $0.361\,e$. The lifetime factor at $\Delta\tau=9.4$ is $0.989$, a reduction of $1.1\%$. Multiplied by $2e/\hbar$, the limit $9e/8\pi$ corresponds to $1.74\times10^{-4}$ S.

In a field of $10^{-9}$ V/Å (0.1 V/cm) the largest tilt is $3eE/(k_F\Delta)=9.5\times10^{-4}$, and the spin current is $0.358\times10^{-9}=3.6\times10^{-10}$ eV/Å. The Fermi circles drift by $3\%$ of the ring width, so linear response is reasonable. At 4.2 K, with the density held fixed and lifetime effects left out, the clean value is $0.356\,e$.

**Real hole wells.** The parameters above are assumed, not taken from a sample; they imply a mobility of $1.3\times10^5$ cm$^2$/Vs. A fourfold warping that adds a component of winding $-1$ with relative size 0.2 (an assumed value) changes the response by about $-0.1\%$, computed at the same $\Delta\tau$ but weaker splitting. This is a lifetime effect: it falls off as $1/(\Delta\tau)^2$ for cleaner samples and grows to about $-2\%$ at $\Delta\tau=2$. Only the spin-orbit field is warped here, not the kinetic energy. In a 100 Å hard-wall well, a spherical Luttinger model with an assumed $\gamma_1/\gamma_2=3$ gives a light-hole weight of $0.7\%$; this measures the admixture, not the resulting change of $\sigma_{xy}$. With $\gamma_1=7$, close to GaAs, the same well model gives an in-plane mass of about $0.12\,m_e$ at the band edge and $0.13\,m_e$ at $k_F$, well below the assumed $0.3\,m_e$; at fixed density and $\lambda$ a lighter mass lowers $\Delta/E_F$. With anisotropic GaAs parameters ($\gamma_1,\gamma_2,\gamma_3=6.98,\,2.06,\,2.93$) the band-edge mass rises to $0.14\,m_e$ and the light-hole weight to $1.0$–$1.4\%$, depending on direction. This symmetric well has no Rashba splitting by itself. In the spherical model with $\gamma_1=7$, a field of about 30 kV/cm along the growth axis gives $\lambda\approx100$ eV Å$^3$ and a light-hole weight of $0.9\%$. Remote charged dopants scatter mainly through small angles, so the assumption of point scatterers fails for them. The nonzero harmonics found above can then enter the vertex, and the resulting shift of $\sigma_{xy}$ is not fixed by the present calculation. Apart from the well masses, the anisotropic and biased wells and the warping at other $\Delta\tau$, the numerical output below lists the values used here.

## Table of computed values

```
MODEL UNITS (m = k_F = 1)
9/(8 pi) = 0.35810 e
spin tilt/field: dynamics -1.14731, formula -1.14726
lam 0.01: Kubo sum 0.35824 e, formula 0.35824 e
lam 0.05: Kubo sum 0.36179 e, formula 0.36179 e
lam 0.10: Kubo sum 0.37448 e, formula 0.37448 e
disorder tests: lam 0.0025, eta 0.0005, Delta*tau 5.00
expected lifetime factor 0.9615
bubble and ladder, in units of the clean weak-splitting value:
 winding 3, field k^3: bubble 0.9616, ladder +0.0000, sum +0.9616
 winding 3, field k^1: bubble 0.9615, ladder -0.0000, sum +0.9615
 winding 1, field k^3: bubble 0.9616, ladder -0.9607, sum +0.0009
 winding 1, field k^1: bubble 0.9615, ladder -0.9614, sum +0.0001
first-rung spin-flip harmonics 0..5, in units of lam:
 winding 3: 0.000 0.000 0.442 0.000 0.558 0.000
 winding 1: 0.481 0.000 0.519 0.000 0.000 0.000
bubble at Delta*tau = 1: 0.5001
lam 0.05: surface part 1.0315, formula 1.0316, full clean 1.0103
EXAMPLE
mass 0.3 m_e, lam 100 eV A^3
density 2.0e-05 A^-2 = 2.0e+11 cm^-2
k_F 0.01121 1/A, k_in 0.01070 1/A, k_out 0.01170 1/A
Fermi energy 1.577e-03 eV, splitting 2.817e-04 eV
splitting/Fermi energy 0.179
clean sigma_xy 0.3609 e, ratio to 9e/8pi 1.0079
(2e/hbar)*9e/8pi = 1.743e-04 S
hbar/tau 3.0e-05 eV, mobility 1.29e+05 cm^2/Vs
Delta*tau 9.39, lifetime factor 0.9888
field 1.0e-09 V/A = 0.10 V/cm
largest spin tilt 9.50e-04
spin current 9eE/8pi = 3.581e-10 eV/A
drift of Fermi circles 3.33e-05 1/A, over k_out-k_in 0.034
clean sigma_xy at 1 K 0.3609 e, at 4.2 K 0.3563 e
warping 0.2: relative change -1.3e-03, ladder part -1.7e-04
well 100 A, Luttinger ratio gamma1/gamma2 = 3:
 light-hole weight 0.0071, basis 8 to 12 shift +1.6e-06
```
